\section*{Antiresonance of a package inductance with ideal die capacitance}

\section{The problem}

A processor die draws its supply current through a package. Near the frequencies of interest, the package branch is a resistance $R=1\ \mathrm{m\Omega}$ in series with an inductance $L=10\ \mathrm{pH}$. It connects the die supply node to a point whose voltage is held fixed, so that point is a ground for alternating signals. The die places an ideal capacitance $C=100\ \mathrm{nF}$ between the same node and ground. The three values are constants.

At what frequency is the magnitude of the impedance seen by the die largest, and how large is it there?

All signals vary as $e^{+j\omega t}$ with $\omega=2\pi f$, and amplitudes are peak values. The impedance $Z$ is the complex node voltage $V$ divided by the complex current $I$ injected into the node. A load draws current instead of injecting it. This reverses the sign of the voltage and leaves $|Z|$ unchanged.

\section{A tempting solution}

The inductive reactance $\omega L$ rises with frequency and the capacitive reactance $1/(\omega C)$ falls. They are equal in size at
\begin{equation}
\omega_0=\frac{1}{\sqrt{LC}}
=\frac{1}{\sqrt{(10^{-11}\ \mathrm{H})(10^{-7}\ \mathrm{F})}}
=10^{9}\ \mathrm{rad/s},
\label{w0}
\end{equation}
which is $f_0=\omega_0/2\pi=159.15\ \mathrm{MHz}$. There each reactance has the size
\begin{equation}
Z_0=\omega_0L=\frac{1}{\omega_0C}=\sqrt{\frac{L}{C}}=10\ \mathrm{m\Omega}.
\end{equation}
The resistance is ten times smaller and seems negligible. Two equal impedances in parallel give half of either, so the die sees $5\ \mathrm{m\Omega}$. Moreover, a parallel connection cannot exceed its smaller member. Below $f_0$ the package branch is the smaller one, above $f_0$ the capacitor is, and neither is then much above $10\ \mathrm{m\Omega}$. By this argument the impedance stays below about $10\ \mathrm{m\Omega}$ at every frequency.

\section{Where it fails}

The frequency is nearly right, but the height is wrong by a factor of about twenty. The argument treats impedances as if they were resistances. At $f_0$ the two impedances are equal in size but nearly opposite in sign, so halving one of them is wrong. The rule that a parallel connection cannot exceed its smaller member fails for the same reason. For two resistors, the conductances are positive numbers, their sum is larger than either, and the rule follows. Here the admittances are complex, and their imaginary parts have opposite signs. At $\omega_0$ the capacitor has
\begin{equation}
Y_C=j\omega_0C=+j\,100\ \mathrm{S},
\end{equation}
while the package branch has
\begin{align}
Y_L&=\frac{1}{R+j\omega_0L}=\frac{R-jZ_0}{R^2+Z_0^2}
=\frac{0.001-j\,0.010}{1.01\times10^{-4}}\ \mathrm{S}\nonumber\\
&=(9.90-j\,99.0)\ \mathrm{S}.
\end{align}
The sum is $(9.90+j\,0.99)\ \mathrm{S}$, about one tenth of either member in magnitude. The two large currents nearly cancel at the node, so a small injected current accompanies a large voltage. What survives the cancellation is mainly the conductance due to $R$, which is why the resistance cannot be dropped. With $R=0$ the sum would vanish and the impedance would be infinite.

\section{The correct solution}

\subsection{Impedance at any frequency}

Both elements share the node voltage, so their admittances add:
\begin{equation}
Y=j\omega C+\frac{1}{R+j\omega L}
=\frac{j\omega C(R+j\omega L)+1}{R+j\omega L}.
\end{equation}
Since $j\cdot j=-1$, the numerator is $1-\omega^2LC+j\omega RC$. Inverting,
\begin{equation}
Z=\frac{R+j\omega L}{1-\omega^2LC+j\omega RC}.
\label{Z}
\end{equation}
Define
\begin{equation}
Q=\frac{Z_0}{R}=10,\qquad d=\frac{1}{Q^2}=\frac{R^2C}{L}=0.01,\qquad
x=\frac{\omega^2}{\omega_0^2}=\omega^2LC .
\end{equation}
Then $R^2=Z_0^2d$ and $\omega^2L^2=xL/C=Z_0^2x$. In the denominator, $(\omega RC)^2=(\omega^2LC)(R^2C/L)=xd$. The squared magnitude of \eqref{Z} is therefore
\begin{equation}
\frac{|Z|^2}{Z_0^2}=\frac{x+d}{(1-x)^2+dx}.
\label{mag}
\end{equation}
Two limits check this expression. As $x\to0$ the right side tends to $d$, so $|Z|\to Z_0\sqrt d=R$: the inductor is a short circuit and the capacitor is open. As $x\to\infty$ it tends to $1/x$, so $|Z|\to Z_0\omega_0/\omega=1/(\omega C)$: the capacitor carries the current.

\subsection{Height at $f_0$}

At $x=1$ the real part of the denominator in \eqref{Z} vanishes. Using $\omega_0RC=R/Z_0$,
\begin{equation}
Z(\omega_0)=\frac{R+jZ_0}{jR/Z_0}=\frac{Z_0^2}{R}-jZ_0
=\frac{L}{RC}-jZ_0 .
\end{equation}
The real part is
\begin{equation}
\frac{L}{RC}=\frac{10^{-11}\ \mathrm{H}}{(10^{-3}\ \Omega)(10^{-7}\ \mathrm{F})}
=0.1\ \Omega .
\label{height}
\end{equation}
Because $Z_0=(L/RC)/Q$, the imaginary part adds little to the magnitude:
\begin{equation}
|Z(\omega_0)|=\frac{L}{RC}\sqrt{1+d}=0.1005\ \Omega .
\end{equation}

The currents show where this comes from. The package branch carries $I_L=V/(R+j\omega L)$. With $V=ZI$ and \eqref{Z},
\begin{equation}
\frac{I_L}{I}=\frac{1}{1-\omega^2LC+j\omega RC}
\;\longrightarrow\;\frac{1}{j\omega_0RC}=-jQ
\quad\text{at }\omega_0 .
\end{equation}
An injected amplitude of 1 A drives 10 A through the branch. Most of this current circulates between inductor and capacitor. The mean power supplied, $\tfrac12|I|^2\operatorname{Re}Z$, must equal the mean loss in the resistor, $\tfrac12|I_L|^2R$. Hence $\operatorname{Re}Z=Q^2R=100\times1\ \mathrm{m\Omega}=0.1\ \Omega$, as before. In this weakly damped circuit, lowering $R$ at fixed $L$ and $C$ raises the peak, because the circulating current grows as $1/R$ and its square outweighs the factor $R$ in the loss.

A numerical test avoids phasors in the solution of the circuit. The differential equations were integrated from rest with a 1 A cosine at $f_0$, and the amplitudes were taken over periods 70 to 80. They correspond to $0.100499\ \Omega$ and a branch current of 10 A, in agreement with the formulas.

\subsection{The frequency at which $Z$ is real}

Equal reactances do not make the total impedance real, since $R$ sits in one branch alone. Write
\begin{equation}
Y=\frac{R}{R^2+\omega^2L^2}
+j\left(\omega C-\frac{\omega L}{R^2+\omega^2L^2}\right).
\end{equation}
For $\omega\neq0$ the imaginary part vanishes when $R^2+\omega^2L^2=L/C$. Dividing by $Z_0^2=L/C$ gives $d+x=1$, so
\begin{equation}
x=1-d,\qquad f=f_0\sqrt{1-d}=158.36\ \mathrm{MHz}.
\end{equation}
This requires $d<1$, that is $Q>1$. At this frequency $Y=R/(L/C)$, so $Z=L/(RC)$ with no approximation. The value $0.1\ \Omega$ is thus the impedance at a definite frequency slightly below $f_0$.

\subsection{The true maximum}

The maximum of $|Z|$ lies at a third frequency. Let $N=x+d$ and $D=(1-x)^2+dx$ be the numerator and denominator in \eqref{mag}. With $N'=1$ and $D'=2x-2+d$, the derivative of $N/D$ has the sign of
\begin{align}
D-ND'&=\left[x^2+(d-2)x+1\right]-(x+d)(2x-2+d)\nonumber\\
&=\left[x^2+(d-2)x+1\right]-\left[2x^2+(3d-2)x+d^2-2d\right]\nonumber\\
&=1+2d-(x^2+2dx+d^2)\nonumber\\
&=1+2d-(x+d)^2 .
\label{sign}
\end{align}
This falls steadily as $x$ increases from zero. If it starts positive, it changes sign once, from plus to minus, and the single stationary point is the maximum:
\begin{equation}
x_{\mathrm{peak}}=\sqrt{1+2d}-d .
\label{xpeak}
\end{equation}
It starts positive if $1+2d>d^2$, or $d<1+\sqrt2$, which means $Q>0.6436$. For smaller $Q$ the impedance falls from $R$ at all frequencies and there is no antiresonant peak.

At the stationary point $D=ND'$, so $N/D=1/D'$. Inserting \eqref{xpeak} in $D'$ gives $2\sqrt{1+2d}-2d-2+d$, and
\begin{equation}
|Z|_{\max}=\frac{Z_0}{\sqrt{2\sqrt{1+2d}-2-d}} .
\label{zmax}
\end{equation}
For weak damping, use $\sqrt{1+2d}=1+d-\tfrac12d^2+O(d^3)$. Then
\begin{equation}
x_{\mathrm{peak}}=1-\tfrac12d^2+O(d^3),
\end{equation}
and the quantity under the outer root in \eqref{zmax} is $2d-d^2-d+O(d^3)=d(1-d)+O(d^3)$. Its inverse square root is $d^{-1/2}(1+\tfrac12d)$ to this order. Since $Z_0/\sqrt d=Z_0Q=L/(RC)$,
\begin{equation}
|Z|_{\max}=\frac{L}{RC}\left[1+\tfrac12d+O(d^2)\right].
\end{equation}
For $d=0.01$ the correction is half a percent of $L/(RC)$. The peak lies at 159.151 MHz, about 4 kHz below $f_0$, and its height is
\begin{equation}
|Z|_{\max}=0.1005\ \Omega=100.5\ \mathrm{m\Omega}.
\end{equation}
This answers the question: the antiresonance near 159 MHz reaches about $0.1\ \Omega$, ten times the reactance of either branch and a hundred times the package resistance.

\subsection{A strongly damped case}

Suppose $R$ is raised to $10\ \mathrm{m\Omega}$ with $L$ and $C$ fixed. Then $Q=d=1$. Equation \eqref{xpeak} gives $x_{\mathrm{peak}}=\sqrt3-1\approx0.73$, so the peak has moved to about $0.86f_0$. Equation \eqref{zmax} gives $|Z|_{\max}=Z_0/\sqrt{2\sqrt3-3}\approx1.47Z_0$, or about $15\ \mathrm{m\Omega}$. The simple estimate $L/(RC)=Z_0$ is now about 32 percent below the peak. It is a weak-damping result, whereas \eqref{xpeak} and \eqref{zmax} hold for every $Q$ that gives a peak. Direct numerical maximization of the impedance at $Q=0.7$, 1, 3 and 10 agreed with both formulas.

The tenfold resistance lowers the peak almost sevenfold, but it raises the impedance at zero frequency from 1 to $10\ \mathrm{m\Omega}$. Damping placed in the package branch is therefore paid for with a larger steady voltage drop. Resistance in series with the capacitor does not have this cost, because no steady current flows there. Its cost appears at high frequency, where the impedance tends to that resistance instead of zero.

\section{Width and build-up time}

Near a weakly damped peak, set $x\simeq1$ everywhere in \eqref{mag} except in the difference $1-x$, and drop $d$ beside 1 in the numerator:
\begin{equation}
\frac{|Z|^2}{Z_0^2}\simeq\frac{1}{(1-x)^2+d}.
\end{equation}
This is half its maximum when $|1-x|=\sqrt d=1/Q$. Since $x-1\simeq2(f-f_0)/f_0$, the half-power points lie at $f_0\pm f_0/(2Q)$, and the full width is $f_0/Q=15.9\ \mathrm{MHz}$. The width found numerically from the full impedance is 15.92 MHz.

The peak describes a steady sinusoid. To see how quickly it is reached, remove the drive. With $v$ the node voltage and $i$ the branch current towards ground,
\begin{equation}
C\frac{dv}{dt}=-i,\qquad L\frac{di}{dt}=v-Ri .
\end{equation}
Substituting $i=-C\,dv/dt$ in the second equation gives
\begin{equation}
LC\frac{d^2v}{dt^2}+RC\frac{dv}{dt}+v=0 .
\end{equation}
A trial solution $e^{st}$ requires $LCs^2+RCs+1=0$, so
\begin{equation}
s=-\frac{R}{2L}\pm j\sqrt{\frac{1}{LC}-\frac{R^2}{4L^2}} .
\end{equation}
For $Q>1/2$ the root is real and the circuit rings, with an envelope $e^{-t/\tau}$ and
\begin{equation}
\tau=\frac{2L}{R}=\frac{2\times10^{-11}\ \mathrm{H}}{10^{-3}\ \Omega}=20\ \mathrm{ns},
\qquad f_0\tau=\frac{Q}{\pi}=3.18 .
\end{equation}
When a sinusoidal load starts, the response is the steady solution plus a transient with this decay. After $3\tau=60\ \mathrm{ns}$, nearly ten periods, the transient has fallen to $e^{-3}$, about 5 percent of its initial amplitude. A load component of 1 A amplitude sustained that long at 159 MHz moves the node by about 0.095 V, nearly one tenth of a 1 V supply. At the peak frequency a shorter burst gives less. Away from the peak the transient beats with the steady solution, and the voltage can briefly exceed its steady amplitude for that frequency.

\section{The ideal circuit and a real die}

The given values are round numbers chosen for illustration, not data for a particular processor. The peak height depends on $R$, $L$ and $C$, but loss deserves particular attention, since without it the peak would be infinite. The estimates below use illustrative parameters. Except for the combined case at the end, each changes one feature of the circuit and holds the rest fixed.

\paragraph{Resistance in the die capacitance.} Let $R_c$ be in series with $C$. At $\omega_0$ the reactances cancel in the sum of the two branch impedances, so their product divided by their sum is
\begin{equation}
Z(\omega_0)=\frac{(R+jZ_0)(R_c-jZ_0)}{R+R_c}
=\frac{Z_0^2+RR_c+jZ_0(R_c-R)}{R+R_c}
\simeq\frac{Z_0^2}{R+R_c},
\end{equation}
for $R,R_c\ll Z_0$. With $R_c=0.5\ \mathrm{m\Omega}$ this is $100/1.5=66.7\ \mathrm{m\Omega}$; the numerical peak is $67.1\ \mathrm{m\Omega}$.

\paragraph{Damping by the load.} Switching logic that takes a charge proportional to $V$ in each clock cycle draws a mean current proportional to $V$ at fixed clock frequency and activity. For supply changes slow compared with the clock, it acts as a resistance $dV/dI=V/I$. At 1 V and 10 A this is $100\ \mathrm{m\Omega}$, in parallel with a peak of the same size. The peak falls to about $50\ \mathrm{m\Omega}$. The result depends strongly on the load: at 100 A the load resistance is $10\ \mathrm{m\Omega}$, and a resistor of this value gives a peak of about $9\ \mathrm{m\Omega}$. That figure describes the response averaged over the clock. At 3 GHz each cycle takes 33 nC of the 100 nC stored on $C$, so charge drawn abruptly at the clock edge would leave a large ripple at the clock frequency, which the resistor picture omits. A load whose current does not depend on voltage gives no such damping.

\paragraph{Skin effect.} The solution takes $1\ \mathrm{m\Omega}$ as the resistance near 159 MHz. Suppose it were instead the direct-current value of a copper plane of thickness $t_p$, with the return current facing one side. At depth $y$ the electric field obeys $E''=k^2E$, with $k^2=j\omega\mu_0/\rho$. The magnetic field vanishes at the far face, so $E'=0$ there and $E=E_0\cosh k(t_p-y)$. The current per unit width is
\begin{equation}
K=\int_0^{t_p}\frac{E}{\rho}\,dy=\frac{E_0\sinh kt_p}{\rho k}.
\end{equation}
The surface impedance $E(0)/K$ is $\rho k\coth kt_p$. Divided by the direct-current value $\rho/t_p$, it gives the resistance ratio
\begin{equation}
\frac{R_{\mathrm{ac}}}{R_{\mathrm{dc}}}=\operatorname{Re}\left[kt_p\coth kt_p\right],
\quad k=\frac{1+j}{\delta},\quad \delta=\sqrt{\frac{2\rho}{\omega\mu_0}} .
\end{equation}
For $\rho=1.7\times10^{-8}\ \mathrm{\Omega\,m}$ and $t_p=15\ \mathrm{\mu m}$, the skin depth at $f_0$ is $5.2\ \mathrm{\mu m}$ and the ratio is 2.89. With $L$ kept at 10 pH near resonance, the peak drops to $36\ \mathrm{m\Omega}$. This assumption matters. The imaginary part of $kt_p\coth kt_p$ gives the plane an internal inductance of 2.9 pH at $f_0$, against 5.5 pH at direct current. If 10 pH were also a direct-current value, the peak would be about $24\ \mathrm{m\Omega}$ near 183 MHz.

\paragraph{Temperature, capacitance and the far end.} Heating copper by 80 K, with a coefficient of $0.0039\ \mathrm{K^{-1}}$, raises $R$ to $1.31\ \mathrm{m\Omega}$ and lowers the peak to $77\ \mathrm{m\Omega}$. If the current is confined to a skin depth, $R\propto\rho/\delta\propto\sqrt\rho$ and the change is smaller. A 10 percent loss of capacitance acts the other way: the peak rises to $112\ \mathrm{m\Omega}$ and moves to 168 MHz.

Replacing the fixed far-end voltage by a capacitor bank of $10\ \mathrm{\mu F}$, 5 pH and $0.5\ \mathrm{m\Omega}$ moves the peak to 131 MHz. Its height stays near $100\ \mathrm{m\Omega}$ because these values leave the ratio of total inductance to total resistance unchanged and the bank capacitance is a hundred times $C$. With no other supply path in this model, $|Z|$ also grows without limit towards zero frequency, so this peak is only a local maximum. A lumped description of the package is reasonable: 30 mm is about 3 percent of the 942 mm wavelength at relative permittivity 4. This criterion does not cover the resistive grid on the die, which spreads $C$ over many nodes.

With capacitor resistance, the damping of the 10 A load and skin effect together, the peak is about $24\ \mathrm{m\Omega}$ near 160 MHz, about a quarter of the ideal value. The figure of $0.1\ \Omega$ therefore belongs to the circuit as stated, with $1\ \mathrm{m\Omega}$ as its total loss near resonance. For a real supply network, the losses at the resonant frequency must be known before a peak height can be given. The numerical output below lists the values for the cases in this section, except the 100 A load and the case with internal inductance.

\section*{Numbers as computed}
\begin{verbatim}
Branch resistance R: 1 mohm
Branch inductance L: 10 pH
Die capacitance C: 100 nF
Angular frequency w0: 1e+09 rad/s
Characteristic impedance Z0: 10 mohm
Quality factor Q: 10
Damping number d: 0.01
Smallest Q with a peak: 0.6436
Simple height L/(RC): 0.1 ohm
Frequency f0: 159.1549 MHz
|Z| at f0, time integration: 0.100499 ohm
Branch current at f0 per 1 A injected: 10 A
Real-impedance frequency: 158.3572 MHz
Z at real-impedance frequency: 0.1 ohm
True peak frequency: 159.151 MHz
True peak |Z|: 0.100499 ohm
True peak |Z|, converted: 100.499 mohm
Half-power width: 15.92 MHz
Decay time tau: 20 ns
Decay time in periods of f0: 3.183
Voltage amplitude for sustained 1 A at peak: 0.1005 V
Neglected effects (rough typical parameters)
Capacitor series resistance: 0.5 mohm
  peak |Z|: 67.08 mohm
Load supply voltage: 1 V
Load current: 10 A
Load differential resistance: 100 mohm
  peak |Z|: 50.25 mohm
Copper resistivity: 1.7e-08 ohm m
Copper plane thickness: 15 um
Skin depth at f0: 5.202 um
AC/DC resistance ratio: 2.891
  peak |Z| if 1 mohm is the DC value: 36.01 mohm
Copper temperature coefficient: 0.0039 1/K
Heating above 25 C: 80 K
  hot branch resistance: 1.312 mohm
  peak |Z|: 76.87 mohm
10 percent less C: peak |Z|: 111.6 mohm
  peak frequency: 167.8 MHz
Far-end bank resistance: 0.5 mohm
Far-end bank inductance: 5 pH
Far-end bank capacitance: 10 uF
  peak |Z|: 99.76 mohm
  peak frequency: 130.6 MHz
Capacitor, load and skin losses together: peak |Z|: 23.64 mohm
  peak frequency: 160.5 MHz
Package size: 30 mm
Relative permittivity of package: 4
Wavelength in package at f0: 941.8 mm
\end{verbatim}
